# Cancelling ferroelectric imprint when trap times are log-uniform

## Problem

A ferroelectric memory capacitor has been stored in one polarization state, called $+1$, for $t_1=10000$ s. Traps in the film have adjusted to that state and produce an imprint field $F$, an internal bias that favours it. The capacitor is then switched and stored in the opposite state, $-1$. How long must this second storage last for the imprint field to vanish? Show that the answer is a geometric mean, and identify the two times that enter it.

The traps are independent. Their relaxation times $\tau$ are spread uniformly in $\ln\tau$ from a sharp lower edge $\tau_0=1$ µs to an upper edge $\tau_m$ far above $t_1$; the example takes $\tau_m=10^{10}$ s. The state of a trap is a number $m$ between $-1$ and $1$. Under polarization state $s=\pm1$ it relaxes as

$$\frac{dm}{dt}=\frac{s-m}{\tau},$$

with the same $\tau$ for both signs of $s$. All traps start neutral, $m=0$. The imprint field is the sum over traps,

$$F=c\int_{\ln\tau_0}^{\ln\tau_m}m\,d\ln\tau ,$$

where $c$ is the field per e-fold of trap time. Switching itself is taken as instantaneous and complete.

## A tempting solution

Starting from neutral traps, storage for a time $t$ in state $+1$ gives $m=1-e^{-t/\tau}$. The imprint is then $cL(t)$, with

$$L(t)=\int_{\ln\tau_0}^{\ln\tau_m}\left(1-e^{-t/\tau}\right)d\ln\tau .$$

Traps much faster than $t$ contribute one each and traps much slower contribute nothing, so $L$ grows as the logarithm of $t$. Storage in the opposite state should write the same law with the opposite sign. The total would be

$$F=cL(t_1)-cL(t_2),$$

which vanishes at $t_2=t_1$. Ten thousand seconds of imprint would need ten thousand seconds of opposite storage.

## Where it fails

The equation for $m$ is linear, so adding contributions is allowed. The fault is that the first contribution has been left at its old value while the second was being written. To see this, solve the equation for the second period with $s=-1$ and initial value $m_1=1-e^{-t_1/\tau}$. The difference $m-s=m+1$ decays as $e^{-t_2/\tau}$, so

$$m=-1+(m_1+1)e^{-t_2/\tau}=m_1e^{-t_2/\tau}-\left(1-e^{-t_2/\tau}\right).$$

The last term is the new imprint, and its sum is indeed $-L(t_2)$. The first term is the old imprint, and it carries a factor $e^{-t_2/\tau}$ that the tempting solution omitted. Its sum is

$$\int\left(e^{-t_2/\tau}-e^{-(t_1+t_2)/\tau}\right)d\ln\tau=L(t_1+t_2)-L(t_2),$$

because each exponential can be written as $1-(1-e^{-t/\tau})$ and the ones cancel. A fast trap therefore moves from $+1$ to $-1$, a change of two, whereas the tempting solution moves it from $+1$ to $0$.

## The right solution

Adding the two parts gives

$$\frac Fc=L(t_1+t_2)-2L(t_2). \tag{1}$$

**There is one zero.** Differentiating under the integral,

$$L'(t)=\int\frac{e^{-t/\tau}}{\tau}\,d\ln\tau ,$$

which is positive and decreases with $t$. Hence $L'(t_1+t_2)<L'(t_2)$, and

$$\frac1c\frac{dF}{dt_2}=L'(t_1+t_2)-2L'(t_2)<0 .$$

At $t_2=0$ the field is $cL(t_1)>0$. At very long $t_2$ every trap is at $-1$ and $F=-c\ln(\tau_m/\tau_0)<0$. The field falls steadily through zero once.

**The logarithm and its constant.** Put $u=t/\tau$ in $L$. At fixed $t$, $d\ln\tau=-du/u$, and reversing the limits removes the minus sign:

$$L(t)=\int_{t/\tau_m}^{t/\tau_0}\frac{1-e^{-u}}u\,du=\mathrm{Ein}\!\left(\frac t{\tau_0}\right)-\mathrm{Ein}\!\left(\frac t{\tau_m}\right),$$

where $\mathrm{Ein}(x)=\int_0^x(1-e^{-u})\,du/u$. For small $x$ the integrand is close to one and $\mathrm{Ein}(x)\approx x$. For large $x$, split the integral at $u=1$:

$$\mathrm{Ein}(x)=\ln x+\int_0^1\frac{1-e^{-u}}u\,du-\int_1^x\frac{e^{-u}}u\,du .$$

Let the last upper limit go to infinity, which costs an error smaller than $e^{-x}/x$. Integrate both remaining integrals by parts, with $du/u=d\ln u$. The boundary terms vanish, and the constant becomes

$$-\int_0^1e^{-u}\ln u\,du-\int_1^\infty e^{-u}\ln u\,du=-\int_0^\infty e^{-u}\ln u\,du=\gamma ,$$

Euler's constant, $0.5772$. For $\tau_0\ll t\ll\tau_m$ we therefore have

$$L(t)=\ln\frac t{\tau_0}+\gamma=\ln\frac t{\tau_{\rm on}},\qquad \tau_{\rm on}=e^{-\gamma}\tau_0 . \tag{2}$$

The logarithm behaves as if it started at $\tau_{\rm on}$, somewhat before the shortest trap time, because the relaxation already achieved before $t=\tau$ (the integral from 0 to 1) outweighs the part still missing after $t=\tau$ (the integral from 1 to infinity).

**The null.** Insert (2) in (1) and set $F=0$:

$$\ln\frac{t_1+t_2}{\tau_{\rm on}}=2\ln\frac{t_2}{\tau_{\rm on}}
\quad\Longrightarrow\quad t_2^2=\tau_{\rm on}(t_1+t_2). \tag{3}$$

The opposite storage time is the geometric mean of the onset time and the total storage time. The positive root of the quadratic is

$$t_2=\tfrac12\left[\tau_{\rm on}+\sqrt{\tau_{\rm on}^2+4\tau_{\rm on}t_1}\right]\approx\sqrt{\tau_{\rm on}t_1}. \tag{4}$$

The last form neglects a relative correction of about $\frac12\sqrt{\tau_{\rm on}/t_1}$, here a few parts in a million.

With $\tau_{\rm on}=0.56146\times1$ µs $=5.61\times10^{-7}$ s,

$$t_2=\sqrt{5.6146\times10^{-7}\times10^4}\ \text{s}=0.0749\ \text{s}\quad(74.9\ \text{ms}).$$

As a test of (3), 4000 trap times were spaced evenly in $\ln\tau$ across the whole spectrum, each trap was relaxed through both periods, and the zero of the summed $m$ was searched for. It lies at 0.074931 s, and the quadratic gives the same digits.

The tempting answer misses by a factor of about $10^5$. At $t_2=t_1$, equations (1) and (2) give $F/c=\ln2-\ln(t_1/\tau_{\rm on})=0.69-23.60=-22.91$. The imprint would then be almost fully reversed.

The approximation (2) needs $t_2\gg\tau_0$, and so $t_1\gg\tau_0$. For a storage of only $3\tau_0$, the full root in (4) gives a time 14.8 % longer than the zero found from the traps, and the square-root form gives one 7.4 % shorter.

## Why a geometric mean

A cruder picture shows the origin of the result. Let a trap follow the polarization completely if $\tau$ is shorter than the storage time, and not at all otherwise. After both periods, traps with $\tau<t_2$ are at $-1$, those with $t_2<\tau<t_1$ are still at $+1$, and slower ones are at zero. Cancellation requires equal logarithmic widths,

$$\ln\frac{t_2}{\tau_0}=\ln\frac{t_1}{t_2}\quad\Longrightarrow\quad t_2=\sqrt{\tau_0t_1}=0.1\ \text{s}.$$

The null sits halfway along the logarithmic time axis between the fastest trap and the storage time. Exponential relaxation keeps this structure and replaces $\tau_0$ by $\tau_{\rm on}$, which shortens the time by the factor $e^{-\gamma/2}=0.749$. If the capacitor is held for the crude value, (1) and (2) give

$$\frac Fc=\ln\frac{t_1}{\tau_{\rm on}}-\ln\frac{\tau_0t_1}{\tau_{\rm on}^2}=\ln\frac{\tau_{\rm on}}{\tau_0}=-\gamma ,$$

where $t_2$ was neglected beside $t_1$. This is a small overshoot compared with the 23.6 e-folds that were stored.

If the trap times come from thermal activation, $\tau=e^{B/kT}/\nu$ with barrier $B$ and attempt rate $\nu$, then $d\ln\tau=dB/kT$, and a uniform spread of barriers gives the assumed spectrum. The barrier belonging to a time $t$ is $kT\ln(\nu t)$, so the geometric mean of times becomes an arithmetic mean of barriers. At 300 K, with $\nu=10^{13}$ s$^{-1}$, the barriers for $\tau_{\rm on}$ and $t_1$ are 0.402 and 1.012 eV. Their mean, 0.707 eV, is the barrier belonging to $t_2$.

## The imprint field in a film

Take a 10 nm hafnia-zirconia film between TiN electrodes at 300 K, with an imprint slope of 0.010 MV/cm per decade of time. Then $c=0.010/\ln10=0.00434$ MV/cm, and the stored imprint is

$$F_1=c\ln\frac{t_1}{\tau_{\rm on}}=0.004343\times23.60=0.1025\ \text{MV/cm}.$$

The value of $c$ sets the size of this field but drops out of the cancellation time, as long as the trap times do not depend on the field. Holding for 0.1 s instead of 0.0749 s leaves $-0.0025$ MV/cm. Near the null the timing is forgiving: for $t_2\ll t_1$, (1) and (2) give $dF/d\ln t_2\approx-2c$, or $-0.020$ MV/cm per decade.

## Cancelled does not mean erased

At the null the fast traps are negative and the slow ones positive. For $\tau\ll t_1$ the trap state is $m\approx-1+2e^{-t_2/\tau}$, which changes sign at $\tau=t_2/\ln2\approx0.108$ s. The two groups contribute $-0.0470$ and $+0.0470$ MV/cm. Since they relax at different speeds, the balance cannot last.

Suppose that from the null onward the capacitor is cycled symmetrically and rapidly for a time $t_3$. For traps slower than the half-period the average drive is zero, so each $m$ is multiplied by $e^{-t_3/\tau}$:

$$\frac Fc=\int\left[-e^{-t_3/\tau}+2e^{-(t_2+t_3)/\tau}-e^{-(t_1+t_2+t_3)/\tau}\right]d\ln\tau .$$

Write each exponential as $1-(1-e^{-t/\tau})$. The ones add to $-1+2-1=0$, and the rest is

$$\frac Fc=L(t_3)-2L(t_2+t_3)+L(t_1+t_2+t_3)=\ln\frac{t_3(t_1+t_2+t_3)}{(t_2+t_3)^2} \tag{5}$$

for $\tau_0\ll t_3$ and all times well below $\tau_m$. To find the maximum, set the derivative to zero, with $T=t_1+t_2$:

$$\frac1{t_3}+\frac1{T+t_3}=\frac2{t_2+t_3}.$$

Cross-multiplying gives $(T+2t_3)(t_2+t_3)=2t_3(T+t_3)$. After cancellation this is $Tt_2=t_3(T-2t_2)$, so $t_3=Tt_2/(T-2t_2)\approx t_2$. The peak height is

$$\frac Fc\approx\ln\frac{t_1+t_2}{4t_2}=10.4 ,$$

or 0.0452 MV/cm. Cycling for another 0.075 s brings back 44 % of the original imprint, with its original sign. The fast negative traps have been neutralized, and the slow positive ones have been uncovered. For $t_2\ll t_3\ll t_1$ the returned imprint falls as $c\ln(t_1/t_3)$, so, for trap times that do not depend on the applied field, its removal by cycling takes a time comparable with $t_1$.

Real cycles have a finite half-period $h$. In the steady cycle a trap is at $-m_*$ after a positive half and at $m_*$ after a negative half, so $m_*=-1+(1-m_*)e^{-h/\tau}$. This gives $m_*=-\tanh(h/2\tau)$, which is close to $-h/2\tau$ for $h\ll\tau$. Summed over $\ln\tau$, it contributes $-h/2\tau_0$, which is $-0.05$ for $h=0.1$ µs. The trap ensemble, cycled with this half-period for 0.0524 s, gives 10.33 e-folds, against 10.38 for zero average drive. The difference is the predicted one. The half-period must stay well below $\tau_0$ for this small correction to hold: with $h=10$ µs, cycling for 0.075 s returns 34 % of the original imprint if a negative half comes last and 54 % if a positive half does, instead of 44 %. Cycling for a time $t_1$ with $h=0.1$ µs would take $5\times10^{10}$ cycles, so wear of the film, which is outside the model, could not be ignored. These cycling results also assume that the field doing the cycling leaves the trap times unchanged, which is doubtful in a real film. A field of 3 MV/cm across a trap depth of 1 nm shifts the level by 0.30 eV. If half of this lowers the barrier in both half-cycles, all rates rise by a factor of about 330. For zero average drive the return after 0.075 s is then 25 % instead of 44 %, and the returned imprint falls to 5 % of the original in about 13 s instead of about 4400 s. The correction from the last half-cycle at $h=0.1$ µs grows from 0.05 to about 3.6 e-folds.

## When the mean changes

**Incomplete reversal.** Let a fraction $f$ of the area stay in state $+1$ during the second period, and let $F$ be the area average. The unreversed part contributes $fL(t_1+t_2)$ and the rest contributes $(1-f)[L(t_1+t_2)-2L(t_2)]$. The null condition is

$$L(t_1+t_2)=2(1-f)L(t_2).$$

For $t_2\ll t_1$, equation (2) turns this into

$$t_2=\tau_{\rm on}\left(\frac{t_1}{\tau_{\rm on}}\right)^{1/(2-2f)},$$

a geometric mean with unequal weights. With $f=0.05$ the time rises to 0.139 s, nearly double, because a small change of exponent acts on a ratio of more than $10^{10}$. For $f\ge\frac12$ there is no null: then $2(1-f)\le1$, while $L(t_1+t_2)>L(t_2)$.

**A finite upper edge.** If $t_1$ is not small compared with $\tau_m$ but $t_2$ is, keep the second Ein term in $L(t_1+t_2)$:

$$\ln\frac{t_1+t_2}{\tau_{\rm on}}-\mathrm{Ein}\!\left(\frac{t_1+t_2}{\tau_m}\right)=2\ln\frac{t_2}{\tau_{\rm on}} .$$

For $t_2\ll t_1$ this multiplies (4) by $\exp[-\frac12\mathrm{Ein}(t_1/\tau_m)]$. With $\tau_m=10^5$ s the null moves to 0.0714 s, about 5 % earlier. In the opposite limit $t_1\gg\tau_m$, $\mathrm{Ein}(t_1/\tau_m)=\ln(t_1/\tau_m)+\gamma$, and the storage time drops out:

$$t_2=e^{-\gamma}\sqrt{\tau_0\tau_m}.$$

All traps were filled by the first storage, and the geometric mean is now taken between the ends of the spectrum.

**Higher temperature.** Hold the barriers fixed and carry out the whole sequence at 358 K. The lower edge drops to $7.3\times10^{-8}$ s and the null to 0.020 s. This depends on the attempt rate. If an electron must also tunnel to a trap at depth $x=1$ nm, the rate can be modelled as reduced by $e^{2\kappa x}$, with $\kappa=\sqrt{2m_{\rm e}V}$ in atomic units. A tunnel barrier $V=2$ eV and a mass $m_{\rm e}=0.2$ give a factor of 652. The trap times given at 300 K then imply barriers lower by 0.168 eV, and the null at 358 K becomes 0.034 s. At 300 K nothing changes, since the times themselves were given.

**Feedback of the trapped charge.** Represent the imprint by opposite charge sheets $\pm\sigma$, each at depth $x$ from its electrode, in a film of thickness $d$ with shorted electrodes. Let $E_n$ and $F_1$ be the field magnitudes outside and between the sheets. Zero total voltage requires $2xE_n=(d-2x)F_1$, and Gauss's law requires $E_n+F_1=\sigma/\varepsilon$. Eliminating $E_n$ gives $\sigma=\varepsilon F_1d/2x$. For relative permittivity 30 this is 1.36 µC/cm². The trap level shifts by

$$eF_1\left(\frac d2-x\right)=0.041\ \text{eV}.$$

If half of this shift acts on the barrier, the rates change by a factor $e^{0.0205/0.02585}=2.2$ at full imprint. The charge slows further capture during the first storage and speeds release during the second. Both effects shorten the cancellation time. Letting the rates follow the imprint throughout gives 0.049 s, about 35 % below the ideal value. This is an estimate: the final trap states were kept at $\pm1$.

## Comparison with a real capacitor

The film thickness, the permittivity, a coercive field near 1 MV/cm and a breakdown field near 4 MV/cm are rough typical values for thin hafnia-zirconia capacitors with TiN electrodes. The imprint slope and the trap spectrum are model choices, and an upper edge of $10^{10}$ s is an idealization that no ordinary storage test would reach. The stored imprint is about 10 % of the coercive field, so it is small enough for the opposite state to be plausible during a hold of a tenth of a second. Writing the opposite state at 3.0 MV/cm, with the trapped-charge field of 0.41 MV/cm added in the layer beside an electrode, gives 3.41 MV/cm, below the rough breakdown value but not by a wide margin. Real films can break the assumptions of complete reversal, fixed rates and a sharp lower edge. For the cases sized in the sections above, taken one at a time, the null moves between 0.020 and 0.139 s. A soft lower edge is not among them. If the trap density rises linearly in $\ln\tau$ from zero at $0.01\,\tau_0$ to its full value at $\tau_0$, the null moves to 0.024 s, and a longer tail of fast traps shortens it further. Creation or movement of defects by the field is outside the model. A compensating hold of $\sqrt{\tau_{\rm on}t_1}$ is thus a starting value, valid if the trap spectrum is close to log-uniform from $\tau_0$ to beyond $t_1$, if the traps were neutral before the first storage, if reversal is complete, if traps relax equally fast in both polarization states at rates that do not depend on the imprint, and if the device is read soon after the hold. These conditions matter. A capacitor with an earlier history does not start neutral: if neutral traps first spend $10^6$ s in state $-1$, before the $10^4$ s in state $+1$, the null moves to 0.0075 s, and if they first spend $10^6$ s in state $+1$, it moves to 0.75 s. A trap density that varies linearly in $\ln\tau$, by 20 % of its mean between $\tau_0$ and $t_1$, moves the null to 0.041 s if fast traps are the more numerous and to 0.136 s if slow ones are. If every trap relaxes ten times more slowly in the opposite state, the hold must be ten times longer. If the capacitor stays in the opposite state for one more second after the ideal hold, the imprint grows to 23 % of its original size with the opposite sign.

## Computed results

```
shortest trap time tau0: 1.000e-06 s
longest trap time tau_max: 1.0e+10 s
storage time t1: 10000 s
exp(-gamma): 0.56146
effective onset time tau_on: 5.6146e-07 s
imprint sum after storage: 23.6031 e-folds
null time found from ensemble: 0.074931 s = 74.931 ms
null time from quadratic: 0.074931 s
plain geometric mean of tau0 and t1: 0.1000 s
imprint sum at the plain mean: -0.5772 e-folds
formula error for t1 = 3 tau0: 14.8 %
film thickness: 10.0 nm; temperature: 300 K
imprint slope: 0.010 MV/cm per decade
imprint field after storage: 0.1025 MV/cm
imprint field at the plain mean: -0.00251 MV/cm
positive trap part at null: 0.0470 MV/cm
negative trap part at null: -0.0470 MV/cm
cycling time at peak return: 0.07493 s
peak returned imprint sum: 10.4152 e-folds
peak returned imprint field: 0.0452 MV/cm
returned share of stored imprint: 44.1 %
cycling half-period tested: 1.0e-07 s
tested cycling time: 0.0524 s
return with real cycles: 10.3335 e-folds
return with zero mean drive: 10.3835 e-folds
attempt rate: 1.0e+13 1/s; kT: 0.02585 eV
barrier for tau_on: 0.4018 eV
barrier for t2: 0.7069 eV
barrier for t1: 1.0119 eV
null time, tau_max = 1e+05 s: 0.07136 s
unreversed area: 5 %; null time: 0.1394 s
hot temperature: 358 K
hot tau0, no tunnelling factor: 7.344e-08 s
hot null time, no tunnelling factor: 0.0203 s
hot tau0, with tunnelling factor: 2.098e-07 s
hot null time, with tunnelling factor: 0.0343 s
tunnel barrier: 2.0 eV; mass: 0.2 m_e
trap depth: 1.0 nm; tunnelling factor: 652.2
lowering of assigned barriers: 0.1675 eV
relative permittivity: 30
trapped sheet charge: 1.361 uC/cm2
trap level shift: 0.0410 eV
rate factor at full imprint: 2.210
null time with charge feedback: 0.0486 s
rough coercive field: 1.0 MV/cm
stored imprint / coercive field: 0.103
trap-layer field from trapped charge: 0.410 MV/cm
write field: 3.0 MV/cm
largest local write field: 3.410 MV/cm
rough breakdown field: 4.0 MV/cm
```
